# Atomic spin-orbit correction to the atomization energy of CF4

## Problem

The atomization energy of CF₄, measured between the minima of the electronic energies, is

\[
D = E(\mathrm C) + 4E(\mathrm F) - E(\mathrm{CF_4}).
\]

A quantum-chemical calculation without spin-orbit coupling gives the energy of the ³P term of carbon and of the ²P term of fluorine, but not their fine structure. The measured levels, counted from the lowest level of each atom, are:

- carbon: ³P₀ at 0, ³P₁ at 16.42 cm⁻¹, ³P₂ at 43.41 cm⁻¹;
- fluorine: ²P₃/₂ at 0, ²P₁/₂ at 404.14 cm⁻¹.

Show that the omission makes \(D\) too large by about 1.6 kcal/mol when the separated atoms are in their lowest levels. Use 1 cm⁻¹ = 0.0028591 kcal/mol.

Everything else in the calculation is held fixed. Errors of correlation, scalar relativity and zero-point energy are separate matters.

## A tempting solution

The calculation cannot tell the levels of a term apart, so it must return their average. For carbon this is

\[
\frac{0+16.42+43.41}{3}=19.94\ \mathrm{cm^{-1}},
\]

and for fluorine

\[
\frac{0+404.14}{2}=202.07\ \mathrm{cm^{-1}}.
\]

The real atoms lie lower than the calculated ones by these amounts, so \(D\) is overestimated by

\[
19.94+4(202.07)=828.22\ \mathrm{cm^{-1}},
\]

which is 2.368 kcal/mol.

The sign is right, but the size is not. The fault is in the word "average": the solution gives each level the same weight, although the levels contain different numbers of quantum states.

## Locating the fault in fluorine

Within one term, with fixed \(L\) and \(S\), the spin-orbit operator acts as \(A\,\mathbf L\cdot\mathbf S\), where \(A\) is a constant and angular momenta are in units of \(\hbar\). Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives \(J^2=L^2+S^2+2\mathbf L\cdot\mathbf S\), because \(\mathbf L\) and \(\mathbf S\) commute. Hence

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right].
\]

For fluorine \(L=1\) and \(S=\tfrac12\), so

\[
J=\tfrac32:\ \tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=\tfrac12,
\qquad
J=\tfrac12:\ \tfrac12\left(\tfrac34-2-\tfrac34\right)=-1 .
\]

Relative to the energy without coupling, the levels lie at \(A/2\) and \(-A\). Their measured separation fixes \(A\):

\[
-A-\tfrac A2=-\tfrac32A=404.14\ \mathrm{cm^{-1}}
\quad\Rightarrow\quad A=-269.43\ \mathrm{cm^{-1}}.
\]

The negative sign expresses the inverted order of a 2p shell with one hole. The lowest level is therefore at \(A/2=-134.71\ \mathrm{cm^{-1}}\). The uncoupled energy lies one third of the way up the interval, not halfway.

## The correct average

Let \(E_T\) be the term energy without spin-orbit coupling. The term has \((2L+1)(2S+1)\) states. In the product basis of orbital and spin states,

\[
\operatorname{Tr}(\mathbf L\cdot\mathbf S)
=\sum_{k=x,y,z}\operatorname{Tr}(L_k)\operatorname{Tr}(S_k)=0,
\]

since each component of an angular momentum has eigenvalues that occur in pairs \(\pm m\), apart from zero. A trace does not depend on the basis. Evaluated in the basis of levels, where level \(J\) has \(2J+1\) states, the same trace condition reads

\[
\sum_J(2J+1)(E_J-E_T)=0
\quad\Rightarrow\quad
E_T=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)} .
\]

With \(E_J\) counted from the lowest level, the right-hand side is the stabilization \(\delta\) that the calculation misses. This is a first-order result: it assumes that spin-orbit coupling does not mix the term appreciably with others.

## Does the rule hold for carbon?

For carbon \(L=S=1\), and \(\mathbf L\cdot\mathbf S\) equals \(-2,-1,1\) for \(J=0,1,2\). If \(A\,\mathbf L\cdot\mathbf S\) were the whole fine structure, the two intervals would be \(A\) and \(2A\), with ratio 2. The measured ratio is

\[
\frac{43.41-16.42}{16.42}=1.644 .
\]

Something else contributes, and the weighted mean needs a further argument. The magnetic interaction between electron spins adds, within the term, an operator \(BY\) with

\[
Y=3(\mathbf L\cdot\mathbf S)^2+\tfrac32\,\mathbf L\cdot\mathbf S-L(L+1)S(S+1).
\]

Its trace follows from the isotropy relation \(\operatorname{Tr}(L_kL_l)=\delta_{kl}L(L+1)(2L+1)/3\) and the same relation for spin:

\[
\begin{aligned}
\operatorname{Tr}(\mathbf L\cdot\mathbf S)^2
&=\sum_{k,l}\operatorname{Tr}(L_kL_l)\operatorname{Tr}(S_kS_l)\\
&=3\,\frac{L(L+1)(2L+1)}3\,\frac{S(S+1)(2S+1)}3\\
&=\tfrac13L(L+1)S(S+1)(2L+1)(2S+1).
\end{aligned}
\]

Three times this equals the trace of the constant \(L(L+1)S(S+1)\) over all states, and the middle term of \(Y\) is traceless. Thus \(\operatorname{Tr}Y=0\). The operator changes the intervals but leaves the weighted mean in place.

The carbon levels show this explicitly. For \(J=0,1,2\), \(Y\) equals \(5,-\tfrac52,\tfrac12\), so that

\[
E_0-E_T=-2A+5B,\quad
E_1-E_T=-A-\tfrac52B,\quad
E_2-E_T=A+\tfrac12B .
\]

The measured intervals give

\[
A-\tfrac{15}2B=16.42\ \mathrm{cm^{-1}},\qquad
3A-\tfrac92B=43.41\ \mathrm{cm^{-1}}.
\]

Subtracting three times the first equation from the second leaves \(18B=-5.85\ \mathrm{cm^{-1}}\). Hence \(B=-0.325\ \mathrm{cm^{-1}}\) and \(A=13.982\ \mathrm{cm^{-1}}\). The lowest level is at

\[
-2(13.982)+5(-0.325)=-29.59\ \mathrm{cm^{-1}}.
\]

Two constants fitted to two intervals must reproduce those intervals. The fit therefore does not prove that \(B\) is purely a spin-spin constant; it may also absorb small second-order effects.

## The molecule

CF₄ has a closed-shell singlet ground state. Spin-orbit coupling is linear in the electron spin operators, and such a vector operator has zero expectation value in a state with \(S=0\). The molecule has no first-order shift to set against those of the atoms.

The leading shift is of second order. Write the effective one-electron coupling as \(\sum_k h_ks_k\). Let \(i\) label occupied and \(a\) empty orbitals, with energies \(e_i\) and \(e_a\). Since \(\operatorname{Tr}(s_ks_l)=\tfrac12\delta_{kl}\), summing over the spins in each excitation gives

\[
\Delta E(\mathrm{CF_4})\approx-\frac12\sum_k\sum_{i,a}\frac{|h_{k,ia}|^2}{e_a-e_i}.
\]

This expression neglects the response of the other electrons. Its size is given below.

## Correct result

For carbon,

\[
\delta(\mathrm C)=\frac{1(0)+3(16.42)+5(43.41)}{9}=29.59\ \mathrm{cm^{-1}},
\]

in agreement with the position of the lowest level found above from \(A\) and \(B\). For fluorine,

\[
\delta(\mathrm F)=\frac{4(0)+2(404.14)}6=134.71\ \mathrm{cm^{-1}}.
\]

Including spin-orbit coupling lowers the atomic energies by these amounts and leaves \(E(\mathrm{CF_4})\) unchanged to first order. Therefore

\[
\begin{aligned}
D_{\text{without}}-D_{\text{with}}
&=\delta(\mathrm C)+4\delta(\mathrm F)\\
&=29.59+538.85=568.44\ \mathrm{cm^{-1}}\\
&=1.625\ \mathrm{kcal/mol}=0.0705\ \mathrm{eV}.
\end{aligned}
\]

The difference is positive, so the omission overestimates \(D\) by about 1.6 kcal/mol. The four fluorine atoms supply 94.8 % of it.

The unweighted mean errs in opposite directions for the two elements. In fluorine the lower level has more states, so equal weights put the centre too high. In carbon the upper levels have more states, so equal weights put it too low. Fluorine dominates, and the wrong total exceeds the correct one by 0.743 kcal/mol.

## A calculation that does not use the measured levels

The stabilization can also be computed from the atomic orbitals. Here the orbitals came from configuration-averaged Hartree-Fock theory in an s,p Gaussian basis. The Breit-Pauli spin-orbit operator, with two-electron screening in a mean-field form, gave the 2p coupling constant \(\zeta\). All states of p² for carbon and p⁵ for fluorine were then diagonalized with Coulomb repulsion and spin-orbit coupling together.

The resulting constants are \(\zeta=31.1\ \mathrm{cm^{-1}}\) for carbon and \(267.5\ \mathrm{cm^{-1}}\) for fluorine. With the bare nuclear field they would be 58.2 and 396.1 cm⁻¹, so screening is essential. The stabilizations are 31.2 and 133.8 cm⁻¹, and the total is 1.62 kcal/mol. The last digit of these values depends on the basis: another s,p basis raises the two fluorine constants by about 0.5 cm⁻¹ and the fluorine stabilization by 0.2 cm⁻¹.

Relative to the values from measured levels, carbon is about 5 % too high and fluorine about 0.7 % too low. These deviations partly cancel in the total, whose agreement is therefore better than the model deserves. The 5 % for carbon also hides a larger error. For the ³P term of p², \(\zeta=2A\), so the measured levels correspond to 27.96 cm⁻¹, and the computed 31.1 cm⁻¹ is 11 % too high. The model lacks the \(B\) term, which would lower the ground level by a further 1.6 cm⁻¹, and this offsets part of the excess. The calculation omits correlation outside the pⁿ configuration and the part of the two-electron fine structure that a mean field cannot represent. For carbon the second omission matters most. With Hartree-Fock orbitals optimized for the ³P term, the full two-electron spin-orbit operator gives \(2A=27.5\ \mathrm{cm^{-1}}\) and the spin-spin operator gives \(B=-0.32\ \mathrm{cm^{-1}}\). Together they give a stabilization of 29.2 cm⁻¹ without any added correlation.

## Size of the neglected second-order terms

In the p² calculation, mixing with the higher singlet terms moves the centre of the carbon ³P term by −0.028 cm⁻¹. This is negligible beside 29.59 cm⁻¹. The first-order rule would fail in atoms where spin-orbit coupling is comparable with the spacing between terms.

For CF₄, uncoupled Hartree-Fock theory in the 6-31G basis, at a rough C–F distance of 1.32 Å, gives a second-order energy of −2.14 cm⁻¹, or −0.0061 kcal/mol. Lowering the molecule raises \(D\), so this term taken alone would slightly reduce the overestimate. The number indicates only an order of magnitude. The basis is small and lacks the tight p functions that this operator needs. With a one-centre form of the screened operator, which gives −2.2 cm⁻¹ in 6-31G, the value becomes −3.4 cm⁻¹ in cc-pVTZ and −7.4 cm⁻¹ when the p functions of 6-31G are uncontracted and tight ones are added, and it is not shown to be converged there. The neglected response of the other electrons multiplies the 6-31G value by about 1.8. The separated atoms have similar second-order terms, which lower \(D\) and have not been subtracted. A rough uncoupled estimate in the same bases shows that they cancel nearly all of the molecular term. The net change in \(D\) lies between about +0.2 and −0.1 cm⁻¹, and its sign depends on the basis, so it is not settled here.

## Atoms in a warm gas

The result above refers to atoms in their lowest levels, the limit of 0 K. At temperature \(T\) the upper levels are populated, and the mean electronic excitation energy of an atom is

\[
U(T)=\frac{\sum_J(2J+1)E_J\,e^{-E_J/k_BT}}{\sum_J(2J+1)\,e^{-E_J/k_BT}} .
\]

The spin-orbit offset relative to such atoms is \(\delta(\mathrm C)+4\delta(\mathrm F)-U(\mathrm C)-4U(\mathrm F)\). As \(T\to0\), \(U\to0\) and the full correction remains. When \(k_BT\) greatly exceeds the splittings, the Boltzmann factors approach 1, \(U\to\delta\), and the offset vanishes.

At 300 K, \(U\) is 28.31 cm⁻¹ for carbon and 27.14 cm⁻¹ for fluorine. The offset is

\[
568.44-28.31-4(27.14)=431.57\ \mathrm{cm^{-1}},
\]

or 1.234 kcal/mol. Carbon is already close to its high-temperature limit, while fluorine is far from it. At 500 K the fluorine value rises to 54.62 cm⁻¹ and the offset falls to 0.918 kcal/mol.

This does not make the 0 K correction temperature-dependent. In a thermochemical calculation, one subtracts 1.625 kcal/mol from \(D\) once and then adds the thermal energies computed from the actual levels. Subtracting the 300 K offset and also adding \(U\) would count the excitation twice.

## Meaning for a fluorocarbon plasma

CF₄ is a feed gas for plasma etching, and 300 to 500 K is a rough range for the gas temperature in a reactor run at modest power; in high-density discharges the gas can be considerably hotter. A Boltzmann population of the atomic levels is not assured there, because atoms are created by processes such as electron impact, which need not leave them in thermal equilibrium. If all atoms are in their lowest levels, the offset is 1.625 kcal/mol; if the levels are populated in proportion to \(2J+1\), it is zero. The correction matters when reaction energies are wanted to about 1 kcal/mol. It is small beside electron energies of a few eV, a rough figure for these discharges.

Removing a single fluorine atom, CF₄ → CF₃ + F, requires a different correction. The ground state of CF₃ is a spatially non-degenerate doublet. Its orbital wavefunction can be chosen real, and the orbital part of the spin-orbit operator, being imaginary and Hermitian, has zero expectation value in it. To first order only the free fluorine atom is stabilized, so this bond energy is overestimated by \(\delta(\mathrm F)=0.385\) kcal/mol at 0 K. The correction depends on the fragments actually formed, and an open-shell fragment contributes to first order only if its ground state is orbitally degenerate.

## Numbers as computed

```
Input C 3P1 level: 16.42 cm^-1
Input C 3P2 level: 43.41 cm^-1
Input F 2P1/2 level: 404.14 cm^-1
Conversion: 1 cm^-1 = 0.0028591 kcal/mol
C stabilization delta(C): 29.59 cm^-1
C stabilization delta(C): 0.0846 kcal/mol
F stabilization delta(F): 134.71 cm^-1
F stabilization delta(F): 0.3852 kcal/mol
Four F atoms: 538.85 cm^-1
Four F atoms: 1.5407 kcal/mol
Total overestimate: 568.44 cm^-1
Total overestimate: 1.625 kcal/mol
Total overestimate: 0.0705 eV
Fluorine share of total: 94.8 %
Wrong unweighted mean, total: 2.368 kcal/mol
C interval ratio (Lande rule gives 2): 1.644
C rank-1 constant A: 13.982 cm^-1
C rank-2 constant B: -0.325 cm^-1
F rank-1 constant A: -269.43 cm^-1
Ab initio C zeta, bare nucleus: 58.2 cm^-1
Ab initio C zeta, screened: 31.1 cm^-1
Ab initio F zeta, bare nucleus: 396.1 cm^-1
Ab initio F zeta, screened: 267.5 cm^-1
Ab initio C stabilization: 31.2 cm^-1
Ab initio F stabilization: 133.8 cm^-1
Ab initio total: 1.62 kcal/mol
C term-centre shift within p^2: -0.028 cm^-1
CF4 C-F distance used: 1.32 angstrom
CF4 second-order spin-orbit energy: -2.14 cm^-1
CF4 second-order spin-orbit energy: -0.0061 kcal/mol
300 K mean excitation of C: 28.31 cm^-1
300 K mean excitation of F: 27.14 cm^-1
300 K offset from thermal atoms: 1.234 kcal/mol
500 K mean excitation of C: 28.83 cm^-1
500 K mean excitation of F: 54.62 cm^-1
500 K offset from thermal atoms: 0.918 kcal/mol
```
